# Silicon (001) Subbands in a Hard-Wall Triangular Well: a program that tests the result

```python
"""
Result under test: an electron of normal mass m (electron masses) in the
potential energy F*z for z > 0, with a hard wall at z = 0, has the ground level
    E1 = eps1 * (F^2 / (2 m))^(1/3)        (atomic units),
where -eps1 is the first zero of the decaying solution of y'' = x y.
For silicon (001) at 0.1 MV/cm this puts the two valleys with m = 0.916 near
38 meV and the four valleys with m = 0.19 near 64 meV.
Symbols: C = hbar^2/(2 m0) in eV A^2, F = force in eV/A, l = length scale in A.
The program also finds valley populations and sizes the neglected effects.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import ai_zeros, airy, expit

C = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e20
KB = sc.k / sc.e
M_LONG, M_TRANS = 0.916, 0.19
FIELD = 0.1                       # MV/cm
F = FIELD * 1e8 * 1e-10           # eV/A

# Rough typical inputs for a silicon MOS interface near threshold
EPS_SI, EPS_OX = 11.7, 3.9
BARRIER, M_OX = 3.1, 0.5          # eV, electron masses
N_S, N_A, N_I = 1e11, 3e16, 1e10  # cm^-2, cm^-3, cm^-3
ALPHA = 0.5                       # nonparabolicity, 1/eV
BREAK_SI, BREAK_OX = 0.3, 10.0    # MV/cm


def series_pair(x):
    """Two power-series solutions of y'' = x y: f = 1 + ..., g = x + ..."""
    f_term, g_term = 1.0, x
    f_sum, g_sum = f_term, g_term
    for k in range(0, 300, 3):
        f_term *= x**3 / ((k + 2) * (k + 3))
        g_term *= x**3 / ((k + 3) * (k + 4))
        f_sum += f_term
        g_sum += g_term
    return f_sum, g_sum


def series_ratio(x):
    f_val, g_val = series_pair(x)
    return f_val / g_val


r_limit = series_ratio(8.0)


def decaying(x):
    f_val, g_val = series_pair(x)
    return f_val - r_limit * g_val


eps1 = -brentq(decaying, -3.0, -1.0, xtol=1e-13)
eps2 = -brentq(decaying, -4.5, -3.5, xtol=1e-13)
assert all(decaying(x) > 0 for x in np.linspace(-eps1 + 1e-3, 3.0, 300))
zeros = -ai_zeros(80)[0]
assert abs(eps1 - zeros[0]) < 1e-7 and abs(eps2 - zeros[1]) < 1e-7
for x in (-2.0, -1.0, 1.0, 2.0):
    assert abs(decaying(x) - airy(x)[0] / airy(0.0)[0]) < 1e-7


def level(eps, mass, force=F):
    return eps * (C * force**2 / mass) ** (1 / 3)


# Finite differences; masses are given at the midpoints between nodes
STEP, NODES = 0.1, 5000
z = STEP * np.arange(1, NODES + 1)


def diagonalize(potential, mass_mid, count=1):
    inverse = C / (STEP**2 * mass_mid)
    vals, vecs = eigh_tridiagonal(potential + inverse[:-1] + inverse[1:],
                                  -inverse[1:-1], select='i',
                                  select_range=(0, count - 1))
    return vals, vecs / np.sqrt(STEP)


def uniform(mass):
    return np.full(NODES + 1, mass)


masses = {'twofold': M_LONG, 'fourfold': M_TRANS}
E, E_grid, density, z_mean, scale = {}, {}, {}, {}, {}
for name, mass in masses.items():
    E[name] = level(eps1, mass)
    scale[name] = (C / (mass * F)) ** (1 / 3)
    vals, vecs = diagonalize(F * z, uniform(mass), 2)
    E_grid[name] = vals[0]
    density[name] = vecs[:, 0] ** 2
    assert abs(vals[0] / E[name] - 1) < 1e-4
    assert abs(vals[1] / level(eps2, mass) - 1) < 1e-4
    # another field tests the power law in F
    strong = diagonalize(3 * F * z, uniform(mass))[0][0]
    assert abs(strong / level(eps1, mass, 3 * F) - 1) < 1e-4
    # moments of the ground state
    z_mean[name] = 2 * E[name] / (3 * F)
    mean1 = np.sum(density[name] * z) * STEP
    mean2 = np.sum(density[name] * z**2) * STEP
    kinetic_sq = np.sum(density[name] * (vals[0] - F * z) ** 2) * STEP
    assert abs(mean1 / z_mean[name] - 1) < 1e-3
    assert abs(mean2 / (8 * E[name]**2 / (15 * F**2)) - 1) < 1e-3
    assert abs(kinetic_sq / (E[name]**2 / 5) - 1) < 2e-3
split = E['fourfold'] - E['twofold']
assert round(1e3 * E['twofold']) == 38 and round(1e3 * E['fourfold']) == 64

# Valley bookkeeping for the (001) normal
valleys = {'twofold': 0, 'fourfold': 0}
dos_mass = {}
for long_axis in range(3):
    tensor = [M_TRANS] * 3
    tensor[long_axis] = M_LONG
    name = 'twofold' if tensor[2] == M_LONG else 'fourfold'
    valleys[name] += 2
    dos_mass[name] = np.sqrt(tensor[0] * tensor[1])
assert valleys == {'twofold': 2, 'fourfold': 4}

# Count in-plane plane-wave states in a square box against the 2D formula
side, e_top = 6000.0, 0.1
k_axis = 2 * np.pi / side * np.arange(-200, 201)
for name, (mx, my) in {'twofold': (M_TRANS, M_TRANS),
                       'fourfold': (M_TRANS, M_LONG)}.items():
    energy_k = C * (k_axis[:, None]**2 / mx + k_axis[None, :]**2 / my)
    counted = 2 * np.count_nonzero(energy_k < e_top) / side**2
    assert abs(counted / (dos_mass[name] * e_top / (2 * np.pi * C)) - 1) < 0.01

dos = {s: valleys[s] * dos_mass[s] / (2 * np.pi * C) for s in masses}
ladder = {s: level(zeros, masses[s]) for s in masses}


def populations(temp, lower_fourfold=0.0):
    """Subband densities in A^-2 at fixed total density N_S."""
    kt = KB * temp
    levels = {'twofold': ladder['twofold'],
              'fourfold': ladder['fourfold'] - lower_fourfold}

    def filled(mu):
        return {s: dos[s] * kt * np.logaddexp(0, (mu - levels[s]) / kt)
                for s in levels}

    target = N_S * 1e-16
    mu = brentq(lambda m: sum(v.sum() for v in filled(m).values()) / target - 1,
                -1.0, 1.0, xtol=1e-14)
    return filled(mu), mu


def twofold_share(temp, lower_fourfold=0.0):
    filled, _ = populations(temp, lower_fourfold)
    return filled['twofold'].sum() / sum(v.sum() for v in filled.values())


filled300, mu300 = populations(300.0)
for temp in (77.0, 300.0):
    filled, mu = populations(temp)
    kt = KB * temp
    for s in masses:
        bottom = ladder[s][0]
        direct = dos[s] * quad(lambda e: expit((mu - e) / kt),
                               bottom, bottom + 40 * kt, epsabs=1e-14)[0]
        assert abs(direct / filled[s][0] - 1) < 1e-6
share77, share300 = twofold_share(77.0), twofold_share(300.0)
assert share77 > 0.5 and 1 / 3 < share300 < 0.5
t_half = brentq(lambda t: twofold_share(t) - 0.5, 50.0, 600.0)
dos_ratio = dos['fourfold'] / dos['twofold']
boltzmann = np.exp(-split / (KB * 300.0))
ground_ratio = filled300['fourfold'][0] / filled300['twofold'][0]
assert abs(ground_ratio / (dos_ratio * boltzmann) - 1) < 0.03

# Electrostatics of the interface
per_sheet = sc.e * 1e4 / (sc.epsilon_0 * EPS_SI) * 1e-10   # eV/A per cm^-2
n_total = F / per_sheet
n_dep = n_total - N_S
width = n_dep / N_A * 1e8                                  # A
surface_potential = 0.5 * per_sheet * n_dep * width
threshold_bend = 2 * KB * 300.0 * np.log(N_A / N_I)
assert abs(surface_potential - threshold_bend) < 0.1
gradient = per_sheet * n_dep / width                       # eV/A^2

# Neglected effects, each taken alone
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e10         # eV A
image_q = coulomb * (EPS_SI - EPS_OX) / (4 * EPS_SI * (EPS_SI + EPS_OX))
kappa = np.sqrt(M_OX * BARRIER / C)
node = np.arange(-299, NODES)
midpoint = np.arange(-300, NODES) + 0.5
barrier_pot = np.where(node < 0, BARRIER,
                       np.where(node == 0, BARRIER / 2, F * STEP * node))
cumulative = np.cumsum(density['twofold']) * STEP
enclosed = np.cumsum(cumulative) * STEP - 0.5 * STEP * cumulative
sheet_force = per_sheet * N_S
shifts = {k: {} for k in ('finite barrier', 'image potential',
                          'electron screening', 'depletion curvature',
                          'nonparabolicity')}
leak_length = {}
for s, mass in masses.items():
    base = E_grid[s]
    leak_length[s] = M_OX / (mass * kappa)
    leak = diagonalize(barrier_pot, np.where(midpoint < 0, M_OX, mass))[0][0]
    shifts['finite barrier'][s] = leak - base
    assert abs((leak - base) / (-F * leak_length[s]) - 1) < 0.05

    image = diagonalize(F * z + image_q / z, uniform(mass))[0][0] - base
    first_order = image_q * np.sum(density[s] / z) * STEP
    shifts['image potential'][s] = image
    assert 0 < image <= first_order and image > 0.85 * first_order

    screened = diagonalize(F * z - sheet_force * enclosed, uniform(mass))[0][0]
    shifts['electron screening'][s] = screened - base
    assert level(eps1, mass, F - sheet_force) < screened < base

    bent = diagonalize(F * z - gradient * z**2 / 2, uniform(mass))[0][0] - base
    shifts['depletion curvature'][s] = bent
    assert abs(bent / (-gradient * 4 * E[s]**2 / (15 * F**2)) - 1) < 0.1

    shifts['nonparabolicity'][s] = -ALPHA * E[s]**2 / 5
change = sum(v['fourfold'] - v['twofold'] for v in shifts.values())
split_corrected = split + change
assert split_corrected > 0
share300_corrected = twofold_share(300.0, -change)
oxide_field = FIELD * EPS_SI / EPS_OX

print(f"hbar^2/(2 m0) = {C:.5f} eV A^2")
print(f"field = {FIELD:.2f} MV/cm; force F = {F:.6f} eV/A")
print(f"normal masses: twofold {M_LONG}, fourfold {M_TRANS} (electron masses)")
print("series ratio f/g at x = 2, 4, 8: "
      + ", ".join(f"{series_ratio(x):.6f}" for x in (2.0, 4.0, 8.0)))
f_zero, g_zero = series_pair(-eps1)
print(f"at first zero: f = {f_zero:.6f}, g = {g_zero:.6f}")
print(f"eps1 = {eps1:.6f}, eps2 = {eps2:.6f} (no unit)")
for s in masses:
    print(f"{s}: length scale l = {scale[s]:.3f} A, F*l = {F*scale[s]:.6f} eV")
    print(f"{s}: E1 = {E[s]:.5f} eV = {1e3*E[s]:.2f} meV")
    print(f"{s}: E1 by finite differences = {E_grid[s]:.5f} eV")
    print(f"{s}: mean distance from wall = {z_mean[s]:.2f} A")
print(f"energy ratio fourfold/twofold = {E['fourfold']/E['twofold']:.4f}")
print(f"splitting = {split:.5f} eV = {1e3*split:.2f} meV")
print(f"second twofold level = {level(eps2, M_LONG):.5f} eV")
print(f"in-plane DOS masses: twofold {dos_mass['twofold']:.4f}, "
      f"fourfold {dos_mass['fourfold']:.4f} (electron masses)")
print(f"DOS ratio fourfold/twofold = {dos_ratio:.3f}")
print(f"kT at 300 K = {KB*300:.5f} eV; Boltzmann factor = {boltzmann:.4f}")
print(f"ground-subband population ratio 4/2 at 300 K = {ground_ratio:.3f}")
print(f"electron density = {N_S:.2e} cm^-2 (rough input)")
print(f"Fermi level at 300 K = {mu300:.4f} eV")
print(f"twofold share, all subbands: 77 K {share77:.3f}, 300 K {share300:.3f}")
print(f"temperature for half share = {t_half:.1f} K")
print(f"acceptors = {N_A:.2e} cm^-3; intrinsic = {N_I:.1e} cm^-3 (rough)")
print(f"total sheet density = {n_total:.3e} cm^-2; depletion {n_dep:.3e} cm^-2")
print(f"depletion width = {width:.0f} A")
print(f"surface potential = {surface_potential:.3f} V; "
      f"threshold estimate = {threshold_bend:.3f} V")
print(f"permittivities: Si {EPS_SI}, oxide {EPS_OX} (rough, relative)")
print(f"barrier = {BARRIER} eV, oxide mass = {M_OX} electron masses (rough)")
print(f"oxide decay constant = {kappa:.4f} 1/A")
print(f"leak length: twofold {leak_length['twofold']:.3f} A, "
      f"fourfold {leak_length['fourfold']:.3f} A")
print(f"image strength Q = {image_q:.4f} eV A")
print(f"nonparabolicity = {ALPHA} 1/eV (rough input)")
for effect, value in shifts.items():
    print(f"shift, {effect}: twofold {value['twofold']:+.5f} eV, "
          f"fourfold {value['fourfold']:+.5f} eV")
print(f"sum of changes in splitting = {change:+.5f} eV")
print(f"splitting with summed shifts = {split_corrected:.5f} eV")
print(f"300 K twofold share with that rigid change = {share300_corrected:.3f}")
print(f"field / rough Si breakdown field = {FIELD/BREAK_SI:.2f}")
print(f"oxide field = {oxide_field:.2f} MV/cm; "
      f"ratio to rough breakdown = {oxide_field/BREAK_OX:.3f}")
print("finished without a failed check")
```

It prints:

```
hbar^2/(2 m0) = 3.80998 eV A^2
field = 0.10 MV/cm; force F = 0.001000 eV/A
normal masses: twofold 0.916, fourfold 0.19 (electron masses)
series ratio f/g at x = 2, 4, 8: 0.756252, 0.729040, 0.729011
at first zero: f = -0.369104, g = -0.506307
eps1 = 2.338107, eps2 = 4.087949 (no unit)
twofold: length scale l = 16.082 A, F*l = 0.016082 eV
twofold: E1 = 0.03760 eV = 37.60 meV
twofold: E1 by finite differences = 0.03760 eV
twofold: mean distance from wall = 25.07 A
fourfold: length scale l = 27.168 A, F*l = 0.027168 eV
fourfold: E1 = 0.06352 eV = 63.52 meV
fourfold: E1 by finite differences = 0.06352 eV
fourfold: mean distance from wall = 42.35 A
energy ratio fourfold/twofold = 1.6893
splitting = 0.02592 eV = 25.92 meV
second twofold level = 0.06574 eV
in-plane DOS masses: twofold 0.1900, fourfold 0.4172 (electron masses)
DOS ratio fourfold/twofold = 4.391
kT at 300 K = 0.02585 eV; Boltzmann factor = 0.3669
ground-subband population ratio 4/2 at 300 K = 1.615
electron density = 1.00e+11 cm^-2 (rough input)
Fermi level at 300 K = -0.0911 eV
twofold share, all subbands: 77 K 0.917, 300 K 0.451
temperature for half share = 237.8 K
acceptors = 3.00e+16 cm^-3; intrinsic = 1.0e+10 cm^-3 (rough)
total sheet density = 6.466e+11 cm^-2; depletion 5.466e+11 cm^-2
depletion width = 1822 A
surface potential = 0.770 V; threshold estimate = 0.771 V
permittivities: Si 11.7, oxide 3.9 (rough, relative)
barrier = 3.1 eV, oxide mass = 0.5 electron masses (rough)
oxide decay constant = 0.6378 1/A
leak length: twofold 0.856 A, fourfold 4.126 A
image strength Q = 0.1538 eV A
nonparabolicity = 0.5 1/eV (rough input)
shift, finite barrier: twofold -0.00086 eV, fourfold -0.00409 eV
shift, image potential: twofold +0.00749 eV, fourfold +0.00462 eV
shift, electron screening: twofold -0.00102 eV, fourfold -0.00319 eV
shift, depletion curvature: twofold -0.00018 eV, fourfold -0.00050 eV
shift, nonparabolicity: twofold -0.00014 eV, fourfold -0.00040 eV
sum of changes in splitting = -0.00887 eV
splitting with summed shifts = 0.01705 eV
300 K twofold share with that rigid change = 0.369
field / rough Si breakdown field = 0.33
oxide field = 0.30 MV/cm; ratio to rough breakdown = 0.030
finished without a failed check
```
